# Choosing the series switch for the Hikami-Larkin-Nagaoka function near zero field

## What goes wrong without the switch

The low-field magnetoconductance of a disordered film with weak spin-orbit scattering can be fitted with the difference $\psi(1/2+z)-\ln z$, where $\psi$ is the digamma function and $z$ grows as the inverse of the magnetic field. At $z=10^8$ the true value is $4.17\times10^{-18}$. Subtracting the two functions in double precision returns $-3.55\times10^{-15}$, which has the wrong sign and is nearly a thousand times too large. At zero field $z$ is infinite and the subtraction is undefined, although the physical answer is zero. In single precision the trouble reaches fields used in experiments: in the example below, the result at 0.1 mT is wrong by 7%.

The cure is to replace the difference by its asymptotic series above some value $z_s$. A program that evaluates this function therefore has two settings, the switch $z_s$ and the number of series terms $K$. For double precision, $z_s=7$ and $K=10$ are good values. The theory below shows why, and how to choose them for another precision.

## The function and its assumptions

Take a film with spin-degenerate electrons, diffusive motion, weak spin-orbit scattering and a perpendicular field of magnitude $B$. Its thickness is small compared with the phase coherence length $L_\phi$, so that interference is two-dimensional. Define

$$B_\phi=\frac{\hbar}{4eL_\phi^2},\qquad z=\frac{B_\phi}{B},\qquad x=\frac1z,\qquad G_0=\frac{e^2}{2\pi^2\hbar}.$$

The starting point, taken here as given, is the leading weak-localization correction to the sheet conductance,

$$\delta\sigma=-\frac{2e^2}{\pi\hbar}\int\frac{d^2q}{(2\pi)^2}\,\frac{1}{q^2+L_\phi^{-2}} .$$

It describes interference between a closed path and its time reverse. The pair propagates with charge $2e$, so in a field $q^2$ becomes the operator $-d^2/dy^2+(2eB/\hbar)^2y^2$ (Landau gauge, $y$ measured from the orbit centre). This is an oscillator with eigenvalues $(2eB/\hbar)(2n+1)=(4eB/\hbar)(n+\tfrac12)$.

At zero field there are $1/(4\pi)$ states per unit area and unit $q^2$, because $d^2q/(2\pi)^2=d(q^2)/(4\pi)$. Each level gathers the states of one spacing $4eB/\hbar$, which gives $eB/(\pi\hbar)$ states per area.

Keep $N$ levels, and cut the zero-field integral at the same $q^2=(4eB/\hbar)N$. Since $L_\phi^{-2}=(4eB/\hbar)z$, the two quantities are

$$\text{zero field: }\frac1{4\pi}\ln\frac{N+z}{z},\qquad \text{field }B:\ \frac1{4\pi}\sum_{n=0}^{N-1}\frac1{n+\frac12+z}.$$

The recurrence $\psi(s+1)=\psi(s)+1/s$ turns the sum into $\psi(N+\tfrac12+z)-\psi(\tfrac12+z)$. The overall prefactor is $(2e^2/\pi\hbar)/(4\pi)=G_0$. The correction is negative, so the change $\Delta\sigma=\sigma(B)-\sigma(0)$ is the zero-field quantity minus the one in the field:

$$\frac{\Delta\sigma}{G_0}=f(z)-f(z+N),\qquad f(z)=\psi(\tfrac12+z)-\ln z .$$

As $N\to\infty$ the second term vanishes, as the series below shows. What remains is the Hikami-Larkin-Nagaoka law for this symmetry class, $\Delta\sigma=G_0f(z)$. The conductance rises with field because the field dephases the interfering pair.

## The series and its error bound

An asymptotic series is a safe setting if its error is known. Begin with two standard integrals,

$$\psi(s)=\int_0^\infty\!\left(\frac{e^{-t}}t-\frac{e^{-st}}{1-e^{-t}}\right)dt,\qquad \ln z=\int_0^\infty\frac{e^{-t}-e^{-zt}}t\,dt .$$

Set $s=\tfrac12+z$ and subtract. The terms $e^{-t}/t$ cancel, and $e^{-t/2}/(1-e^{-t})=1/(2\sinh(t/2))$, so

$$f(z)=\int_0^\infty\left[\frac1t-\frac1{2\sinh(t/2)}\right]e^{-zt}\,dt .$$

The logarithm has now been removed analytically, but the bracket still subtracts two large numbers at small $t$. The next form removes this cancellation too. The partial-fraction expansion

$$\frac1{2\sinh(t/2)}=\frac1t+2\sum_{n=1}^\infty\frac{(-1)^n\,t}{t^2+4\pi^2n^2}$$

turns the bracket into $2\sum_n(-1)^{n+1}t/(t^2+4\pi^2n^2)$. Each fraction can be written as $t/(t^2+a^2)=\int_0^\infty e^{-as}\sin(ts)\,ds$ with $a=2\pi n$. The sum over $n$ is then geometric, $\sum_n(-1)^{n+1}e^{-2\pi ns}=1/(e^{2\pi s}+1)$. The remaining $t$ integral is $\int_0^\infty e^{-zt}\sin(ts)\,dt=s/(s^2+z^2)$. Hence

$$f(z)=2\int_0^\infty\frac{s\,ds}{(s^2+z^2)(e^{2\pi s}+1)} .$$

The integrand is positive, so $f>0$ for every $z>0$. A negative computed value is therefore a numerical artefact: rounding error in the direct difference, or a truncated series used at too small a $z$.

Now expand the first factor as a finite geometric sum with its remainder,

$$\frac1{s^2+z^2}=\sum_{k=1}^{K}(-1)^{k-1}\frac{s^{2k-2}}{z^{2k}}+\frac{(-1)^K s^{2K}}{z^{2K}(s^2+z^2)} .$$

Integration gives $f=\sum_{k=1}^K c_kz^{-2k}+R_K$ with

$$c_k=(-1)^{k-1}\,2\int_0^\infty\frac{s^{2k-1}}{e^{2\pi s}+1}\,ds .$$

The remainder $R_K$ has the sign $(-1)^K$, which is the sign of the first omitted term. Replacing $1/(s^2+z^2)$ by the larger $1/z^2$ in its integral gives

$$|R_K|<\frac{|c_{K+1}|}{z^{2K+2}} .$$

This holds for every $z>0$ and every $K$. It was tested at $z=0.5$, 2, 7 and 40 for $K=1$ to 14, and the remainder lay between zero and the first omitted term each time.

To evaluate $c_k$, expand $1/(e^{2\pi s}+1)$ in exponentials again and integrate term by term:

$$c_k=(-1)^{k-1}\frac{2(2k-1)!}{(2\pi)^{2k}}\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^{2k}} .$$

For $k=1$ the sum is $\pi^2/12$, so $c_1=\dfrac{2}{4\pi^2}\cdot\dfrac{\pi^2}{12}=\dfrac1{24}$. In general the alternating sum equals $(1-2^{1-2k})\zeta(2k)$, and $\zeta(2k)=(-1)^{k-1}B_{2k}(2\pi)^{2k}/[2(2k)!]$ with Bernoulli numbers $B_{2k}$. Therefore

$$c_k=\left(1-2^{1-2k}\right)\frac{B_{2k}}{2k}=\frac1{24},\ -\frac7{960},\ \frac{31}{8064},\ -\frac{127}{30720},\ \dots$$

The factorial makes the series diverge if it is continued without end. The ratio of successive terms is close to $2k(2k+1)/(2\pi z)^2$, so terms shrink until $k\approx\pi z$ and grow afterwards. At $z=7$ the smallest term is near $k=22$, and ten terms stop well before it. Adding terms at fixed $z$ helps up to that point and harms beyond it.

## Rounding error of the direct difference

For large $z$ both $\psi(\tfrac12+z)$ and $\ln z$ are close to $\ln z$, and each is stored with an error of order $\varepsilon\ln z$, where $\varepsilon=2.2\times10^{-16}$ in double precision. Subtracting two such close numbers adds no new error, but it leaves the old ones in a small result. Rounding the argument $\tfrac12+z$ changes $\psi$ by about $\varepsilon/2$ at most, since $\psi'\approx1/z$, and does not alter the estimate. Dividing by $f\approx1/(24z^2)$ gives the relative error scale

$$\frac{\delta f}{f}\sim24\,\varepsilon\,z^2\ln z .$$

Over 701 values of $z$ from 10 to $10^8$, the largest absolute error found was $1.37\,\varepsilon\ln z$. The estimate is thus a scale and not a bound: an individual error can be nearly twice as large or far smaller.

## Choosing the two settings

The direct branch gets worse as $z$ rises, roughly as $z^2\ln z$. The series branch gets better, with a relative bound near $24|c_{K+1}|z^{-2K}$. The switch belongs where the two are comparable.

**Double precision.** With $K=10$ and $z_s=7$, the truncation bound is $8.5\times10^{-14}$ and the rounding estimate $5.1\times10^{-13}$, both relative to $f$. Lowering the switch to 6 multiplies the truncation bound by about $(7/6)^{20}\approx22$, to $1.9\times10^{-12}$. Raising it to 10 multiplies the rounding estimate by about 2.4, to $1.2\times10^{-12}$. The choice is thus not delicate. At 601 values of $x$ from $10^{-12}$ to $10^3$, the largest relative errors with $z_s=7$ were $5.4\times10^{-14}$ on the series branch and $1.9\times10^{-13}$ on the direct branch. Few of these points lie just below the switch, where the direct error can reach about $6\times10^{-13}$, in line with the rounding estimate. The two branches differ by $2.8\times10^{-14}$ exactly at the switch and by less than $10^{-12}$ close to it, so a fitting routine meets no visible step.

**Single precision.** Here $\varepsilon=1.19\times10^{-7}$, and the switch must move to smaller $z$. With $K=3$ the truncation bound is about $24\cdot\frac{127}{30720}z^{-6}=0.099\,z^{-6}$. At $z_s=3.5$ this is $5\times10^{-5}$, and the rounding estimate is $4\times10^{-5}$. These are estimates from the formulas above. Evaluating in double precision and rounding the result at the end is better where it is affordable.

**Form of evaluation.** Compute $x=B/B_\phi$ first and test $x\le1/z_s$. Then evaluate

$$f=x^2\left(c_1+x^2\left(c_2+x^2(c_3+\dots)\right)\right).$$

No division by $B$ occurs on this branch, and $B=0$ returns zero. The function is even in the field, so the magnitude is used for negative values.

## The two limits

At low field the first term gives

$$\Delta\sigma\approx\frac{G_0}{24}\left(\frac B{B_\phi}\right)^2 .$$

The next term is negative, so the parabola lies above the true curve by a relative amount close to $(|c_2|/c_1)x^2=\tfrac7{40}x^2$. The excess reaches 1% at $x=0.24$.

At high field, $z\to0$ and $f\to\ln(B/B_\phi)+\psi(\tfrac12)$, with $\psi(\tfrac12)=-\gamma-2\ln2$ and $\gamma$ Euler's constant. The growth is logarithmic, there is no strong cancellation, and the direct branch is the right one. The diffusion model itself requires $B$ to stay well below the elastic field $B_e$ introduced below.

## Worked example: an amorphous indium zinc oxide film

Take a 10 nm film at 4 K with carrier density $3\times10^{20}$ cm⁻³, mobility 40 cm²/Vs, effective mass ratio 0.35 and $L_\phi=100$ nm. These are rough typical values for a strongly doped film. Then

$$B_\phi=\frac{\hbar}{4e(100\ \text{nm})^2}=16.5\ \text{mT},\qquad G_0=12.33\ \mu\text{S},$$

and the switch $z_s=7$ lies at $16.455/7=2.35$ mT.

At 1 mT, $x=0.0608$ and $f=1.538\times10^{-4}$, so $\Delta\sigma=1.90$ nS. At 10 mT the change is 179 nS. At 100 mT it is 5.92 µS, whereas the parabola, whose coefficient $G_0/(24B_\phi^2)$ is 1.90 nS/mT², would give 19 µS. The parabola stays within 1% up to 4.0 mT.

Solving the parabola for the coherence length gives

$$L_\phi=\left[\left(\frac{\hbar}{4e}\right)^2\frac{24\,\Delta\sigma}{G_0B^2}\right]^{1/4}.$$

The value at 1 mT returns 99.98 nm. The small deficit follows from the next term: $\tfrac7{40}x^2=6.5\times10^{-4}$ in $f$, and a quarter of that in $L_\phi$.

The rounding estimate reaches 1% at 43 nT in double precision and at 0.52 mT in single precision. At 43 nT the conductance change is far too small to measure, so for this film the practical gains in double precision are a defined value at $B=0$ and clean numerical curvatures there even for very small field steps. In single precision the loss sets in at ordinary fields. The direct error is $-7\%$ at 0.1 mT, where the estimate is about 40%. Single-precision numbers near $\ln z=5.1$ are spaced by $4.8\times10^{-7}$, or 31% of $f$, so the error at neighbouring fields varies in sign and can reach about 30%. The change at that field is itself only 0.019 nS, about $10^{-8}$ of the film's sheet conductance, so the error matters for numerical derivatives and relative comparisons, and would not show in a measured curve. At 1 mT the printed error is 0.00%, although the estimate is 0.2%. Single-precision numbers near $\ln z=2.8$ are spaced by $2.4\times10^{-7}$, or 0.16% of $f$, so this close agreement is a lucky cancellation of roundings and should not be relied on.

## What the model leaves out for this film

Numerical accuracy of $10^{-13}$ says nothing about the accuracy of the physics. The leading correction requires weak disorder. Here $k_Fl=11.3$, with mean free path $l=5.45$ nm, and the zero-field correction is roughly 4% of the sheet conductance of 1.92 mS (4.4% with a sharp cutoff at $q^2=3/l^2$), so the expansion is reasonable. The next order is not included; its relative size is set by $G_0$ divided by the sheet conductance, about 0.6%, times a factor of order one. The Fermi energy of 0.467 eV far exceeds the thermal energy of 0.345 meV, so the electrons are degenerate.

Of the effects sized here, spin relaxation is the largest. For isotropic relaxation, taken as given, three triplet modes and one singlet mode contribute

$$\frac{\Delta\sigma}{G_0}=\frac32 f\!\left(\frac{B_\phi+B_t}{B}\right)-\frac12 f\!\left(\frac{B_\phi}{B}\right),\qquad B_t=\frac{\hbar}{4eL_t^2},$$

where $L_t$ is the triplet relaxation length. With $r=B_t/B_\phi$, the curvature is multiplied by $\tfrac32(1+r)^{-2}-\tfrac12$. An assumed $L_t=500$ nm gives $r=0.04$ and a factor 0.89, a reduction of 11%. A low-field fit that ignores it finds $L_\phi$ too small by about 3%, because $L_\phi$ varies as the fourth root of the curvature. At $r=\sqrt3-1$, or $L_t=117$ nm, the curvature changes sign and weak antilocalization begins.

The other terms sized here are small up to 100 mT, relative to $G_0f$:

- Zeeman splitting in the interaction correction is at most 0.24% on the scale $(g\mu_BB/k_BT)^2$, with $g=2$ and an assumed prefactor of one.
- The classical Drude change $-\sigma_0(\mu B)^2$, with $\sigma_0$ the sheet conductance and $\mu$ the mobility, is about 0.005%. It is a change of $\sigma_{xx}$; with a single carrier type it cancels in the conductance obtained from the longitudinal resistance.
- The elastic cutoff, the term $f(z+N)$ with $N=B_e/B$ and $B_e=3\hbar/(4el^2)=16.6$ T, is about 0.0003%. This is the cutoff term alone. The diffusive form $q^2$ is itself only the first term of an expansion in $q^2l^2$, and corrections to it, not included here, can change the result by a percent or two in this film.
- Interference modes that vary across the thickness contribute about 0.0004% according to the diffusive formula. This is only a rough scale, since the lowest has $\pi l/(10\ \text{nm})=1.7$ and is not truly diffusive.

Temperature also limits the model. If $L_\phi$ scaled as $T^{-1/2}$ up to 300 K, it would fall to 11.5 nm and $B_\phi$ would rise to 1.2 T. Phonons would shorten $L_\phi$ further. The length is then at most about twice the low-temperature mean free path, so the diffusive formula is no longer reliable at the temperature where such films serve in devices. Superconducting fluctuations are also left out, so the film must be far from any superconducting transition. The series switch remains correct in all these cases as mathematics, but the fitted $L_\phi$ has its physical meaning only within the stated conditions. The full set of values is in the numerical output.

## Table of computed values

```
film: thickness 10 nm, n 3.0e+20 cm^-3, mobility 40 cm2/Vs
mass ratio 0.35, T 4 K, L_phi 100 nm, triplet length 500 nm
G0 = 12.3315 uS, B_phi = 16.455 mT
c1..c5 = 1/24, -7/960, 31/8064, -127/30720, 511/67584
z^2 f at z = 1e10: 0.041666666667; 1/24 = 0.041666666667
switch z = 7, terms = 10, switch field = 2.351 mT
at switch: truncation bound 8.5e-14, rounding estimate 5.1e-13 (relative)
worst relative error: series 5.4e-14, direct 1.9e-13; jump 2.8e-14
largest direct error / (eps ln z) = 1.37, eps = 2.22e-16
z = 1e+02: direct f 4.166594e-06, stable f 4.166594e-06
z = 1e+04: direct f 4.166658e-10, stable f 4.166667e-10
z = 1e+06: direct f 4.263256e-14, stable f 4.166667e-14
z = 1e+08: direct f -3.552714e-15, stable f 4.166667e-18
1% loss field: double 43.1 nT, single 0.52 mT
single-precision direct error at 0.1 mT: -7.04 %
single-precision direct error at 1.0 mT: 0.00 %
B = 0 mT: x 0.0000e+00, f 0.00000e+00, change 0 nS
B = 0.001 mT: x 6.0771e-05, f 1.53878e-10, change 1.8975e-06 nS
B = 0.1 mT: x 6.0771e-03, f 1.53877e-06, change 0.018975 nS
B = 1 mT: x 6.0771e-02, f 1.53779e-04, change 1.8963 nS
B = 10 mT: x 6.0771e-01, f 1.45379e-02, change 179.27 nS
B = 100 mT: x 6.0771e+00, f 4.79796e-01, change 5916.6 nS
curvature G0/(24 B_phi^2) = 1.8975 nS/mT^2
parabola 1% too high at x = 0.2414, B = 3.972 mT
L_phi from parabola at 1 mT = 99.984 nm
k_F l = 11.3, l = 5.45 nm, B_elastic = 16.6 T
E_F = 0.467 eV, kT = 0.345 meV
sheet conductance = 1.923 mS, zero-field correction = 4.44 %
neglected effects at 1 mT, relative to G0 f:
  spin relaxation: -11 %
  elastic cutoff: -9.8e-05 %
  transverse modes: 0.00011 %
  Drude term: -0.0016 %
  Zeeman scale: 0.073 %
neglected effects at 100 mT, relative to G0 f:
  spin relaxation: -6 %
  elastic cutoff: -0.00031 %
  transverse modes: 0.00036 %
  Drude term: -0.0052 %
  Zeeman scale: 0.24 %
low-field sign reverses at B_t/B_phi = 0.7321, triplet length 116.9 nm
300 K scaling estimate: L_phi = 11.5 nm, B_phi = 1.23 T
```
